# Why DFT+U and Kanamori exchange parameters differ for a d shell: a numerical check

```python
# Result under test (d shell, one radial function, spherical Coulomb interaction).
# (ab|cd): Coulomb integrals; U_ab=(aa|bb); J_ab=(ab|ba); F0,F2,F4 Slater integrals;
# Racah A,B,C: F0=A+7C/5, F2=49B+7C, F4=63C/5.
# DFT+U: U=mean of all U_ab, U-JS=mean over a!=b of (U_ab-J_ab) -> JS=(F2+F4)/14=3.5B+1.4C.
# Pair mean of J_ab: 2.5B+C=(5/7)JS=JK in any real basis, larger in complex ones
# (2.8B+1.2C for Y_2m). Kanamori: (aa|aa)=UK,(aa|bb)=UK-2JK,(ab|ba)=(ab|ab)=JK, UK=F0+8JS/7.
# Spin-pairing parameter D=5JS/6. Example: free Cr3+, high-spin-average HF, def2-TZVP.
import numpy as np, sympy as sp
from math import factorial
from itertools import combinations
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import lpmv, eval_legendre
from scipy.integrate import cumulative_trapezoid
from sympy.physics.wigner import wigner_3j
from pyscf import gto
rng = np.random.default_rng(1)
close = lambda x, y, tol: np.max(np.abs(np.asarray(x) - np.asarray(y))) < tol

def real_harm(l, ct, ph):  # rows m=-l..l; for l=2: xy, yz, z2, xz, x2-y2
    rows = []
    for m in range(-l, l + 1):
        a = abs(m)
        p = np.sqrt((2*l+1)/(4*np.pi)*factorial(l-a)/factorial(l+a))*(-1)**a*lpmv(a, l, ct)
        rows.append(p*(1 if m == 0 else np.sqrt(2)*(np.cos(a*ph) if m > 0 else np.sin(a*ph))))
    return np.array(rows)

def angular(l, k):  # coefficient of F^k by exact quadrature over two spheres
    x, w = np.polynomial.legendre.leggauss(8)
    ct = np.repeat(x, 16); ph = np.tile(2*np.pi*np.arange(16)/16, 8)
    wt = np.repeat(w, 16)*2*np.pi/16; st = np.sqrt(1 - ct**2)
    n = np.array([st*np.cos(ph), st*np.sin(ph), ct])
    Y = real_harm(l, ct, ph); M = 2*l + 1
    G = (Y[:, None]*Y[None]*wt).reshape(M*M, -1)
    return (G @ eval_legendre(k, np.clip(n.T @ n, -1, 1)) @ G.T).reshape(M, M, M, M)

rotate = lambda V, T: np.einsum('abcd,ai,bj,ck,dl->ijkl', V, T.conj(), T, T.conj(), T, optimize=True)
Umat = lambda V: np.einsum('aabb->ab', V).real
Jmat = lambda V: np.einsum('abba->ab', V).real
offmean = lambda X: (X.sum() - np.trace(X))/(len(X)*(len(X) - 1))
J_dftu = lambda V: Umat(V).mean() - offmean(Umat(V) - Jmat(V))
rand_O = lambda M: np.linalg.qr(rng.normal(size=(M, M)))[0]
rand_U = lambda M: np.linalg.qr(rng.normal(size=(M, M)) + 1j*rng.normal(size=(M, M)))[0]

def project(V, group):  # orthogonal projection on the invariant tensors of O(M) or U(M)
    d = np.eye(len(V))
    pats = ['ab,cd->abcd', 'ad,bc->abcd'] + (['ac,bd->abcd'] if group == 'O' else [])
    X = np.array([np.einsum(p, d, d).ravel() for p in pats]).T
    return np.linalg.lstsq(X, V.ravel(), rcond=None)[0]

def kanamori(M, U, J):
    V = np.zeros((M,)*4)
    for a in range(M):
        for b in range(M):
            if a == b: V[a, a, a, a] = U
            else: V[a, a, b, b] = U - 2*J; V[a, b, b, a] = J; V[a, b, a, b] = J
    return V

# ---- quartic invariant of a traceless symmetric 3x3 matrix
q = sp.symbols('q0:5')
Q = sp.Matrix([[q[0], q[2], q[3]], [q[2], q[1], q[4]], [q[3], q[4], -q[0]-q[1]]])
assert sp.expand((Q**4).trace() - (Q**2).trace()**2/2) == 0

# ---- p, d, f shells, one multipole at a time
for l in (1, 2, 3):
    M = 2*l + 1
    for k in range(2, 2*l + 1, 2):
        T = angular(l, k); js = M/(2*l)*float(wigner_3j(l, k, l, 0, 0, 0)**2)
        assert abs(Umat(T).sum()) < 1e-12
        assert close([J_dftu(T), J_dftu(rotate(T, rand_U(M)))], js, 1e-12)
        assert close(project(T, 'O'), [-2*js/(M+2), M*js/(M+2), M*js/(M+2)], 1e-12)
        assert close(project(T, 'U'), [-js/(M+1), M*js/(M+1)], 1e-12)
        R = rotate(T, rand_O(M))
        if l < 3:
            assert np.ptp(np.diag(Umat(R))) < 1e-12
            assert abs(offmean(Jmat(R)) - M*js/(M+2)) < 1e-12
        if l == 2: assert abs(js - 1/14) < 1e-12
        if (l, k) == (3, 2):
            f_pair, f_proj = offmean(Jmat(T))/js, project(T, 'O')[1]/js
            assert np.ptp(np.diag(Umat(T))) > 1e-2 and abs(f_pair - f_proj) > 1e-2

a0, a2, a4 = (angular(2, k) for k in (0, 2, 4))
slater = lambda f0, f2, f4: f0*a0 + f2*a2 + f4*a4
VB, VC = slater(0, 49, 0), slater(7/5, 7, 63/5)  # B=1 and C=1 parts
Ycx = np.zeros((5, 5), complex); Ycx[2, 2] = 1   # columns Y_2m up to phases
for m in (1, 2):
    Ycx[2+m, 2+m] = Ycx[2+m, 2-m] = 2**-0.5
    Ycx[2-m, 2+m] = 1j*2**-0.5; Ycx[2-m, 2-m] = -1j*2**-0.5
iu = np.triu_indices(5, 1)
assert close(Jmat(VB)[iu], [3, 4, 3, 0, 1, 3, 3, 1, 4, 3], 1e-11) and close(Jmat(VC)[iu], 1, 1e-11)
assert close(np.diag(Umat(VB)), 4, 1e-11) and close(np.diag(Umat(VC)), 3, 1e-11)
cJS = [J_dftu(VB), J_dftu(VC)]; cJK = [offmean(Jmat(VB)), offmean(Jmat(VC))]
cJY = [offmean(Jmat(rotate(v, Ycx))) for v in (VB, VC)]
assert close(cJS, [3.5, 1.4], 1e-11) and close(cJK, [2.5, 1], 1e-11) and close(cJY, [2.8, 1.2], 1e-11)

# ---- Cr3+ : restricted HF for the average of the ten high-spin d3 determinants
basis = [b for b in gto.basis.load('def2-tzvp', 'Cr') if b[0] <= 2]
mol = gto.M(atom='Cr 0 0 0', basis={'Cr': basis}, charge=3, spin=3, verbose=0)
nao = mol.nao; S = mol.intor('int1e_ovlp'); h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e').reshape((nao,)*4)
Jop = eri.reshape(nao*nao, -1)
Kop = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(nao*nao, -1)
Jb = lambda D: (Jop @ D.ravel()).reshape(nao, nao)
Kb = lambda D: (Kop @ D.ravel()).reshape(nao, nao)
letters = [lab[2][-1] for lab in mol.ao_labels(fmt=False)]
idx = {c: np.array([i for i, x in enumerate(letters) if x == c]).reshape(-1, n)
       for c, n in (('s', 1), ('p', 3), ('d', 5))}
def orbitals(F, c, nrad):
    i0 = idx[c][:, 0]; vec = eigh(F[np.ix_(i0, i0)], S[np.ix_(i0, i0)])[1]; out = []
    for r in range(nrad):
        for m in range(idx[c].shape[1]):
            v = np.zeros(nao); v[idx[c][:, m]] = vec[:, r]; out.append(v)
    return np.array(out).T
occ, pair = 3/5, 3*2/20
def focks(Dc, Dd):
    Gc, Jd, Kd = 2*Jb(Dc) - Kb(Dc), Jb(Dd), Kb(Dd)
    return h + Gc + occ/2*(2*Jd - Kd), h + Gc + pair/occ*(Jd - Kd)
def densities(Fc, Fd):
    Cc = np.hstack([orbitals(Fc, 's', 3), orbitals(Fc, 'p', 2)]); Cd = orbitals(Fd, 'd', 1)
    return Cc @ Cc.T, Cd @ Cd.T, Cd
Dm, Dn, Cd = densities(h, h)
for it in range(500):
    Dc, Dd, Cd = densities(*focks(Dm, Dn))
    if max(abs(Dc - Dm).max(), abs(Dd - Dn).max()) < 1e-10: break
    Dm, Dn = 0.6*Dm + 0.4*Dc, 0.6*Dn + 0.4*Dd
Fc, Fd = focks(Dc, Dd)
assert max(abs(F @ D @ S - S @ D @ F).max() for F, D in ((Fc, Dc), (Fd, Dd))) < 1e-6
def mean_det_energy(Cx):  # plain determinant energies, averaged
    es = []
    for t in combinations(range(5), 3):
        Da = Dc + Cx[:, list(t)] @ Cx[:, list(t)].T; D = Da + Dc
        es.append(np.sum(h*D) + 0.5*np.sum(D*Jb(D)) - 0.5*np.sum(Da*Kb(Da)) - 0.5*np.sum(Dc*Kb(Dc)))
    return np.mean(es)
E_hf = mean_det_energy(Cd); C4d = orbitals(Fd, 'd', 2)[:, 5:]; eps = 1e-3
Ep, Em = (mean_det_energy(np.cos(eps)*Cd + s*np.sin(eps)*C4d) for s in (1, -1))
assert abs(Ep - Em)/(2*eps) < 1e-4 and min(Ep, Em) > E_hf  # stationary minimum

bohr = sc.physical_constants['Bohr radius'][0]
Eh = sc.e**2/(4*np.pi*sc.epsilon_0*bohr)
assert abs(Eh/sc.physical_constants['Hartree energy'][0] - 1) < 1e-8
aJ = Eh/1e-18; eV = 1e-18/sc.e
nv = np.array([0.36, 0.48, 0.8]); Yn = real_harm(2, nv[2], np.arctan2(nv[1], nv[0]))
ratio = (mol.eval_gto('GTOval_sph', nv[None]) @ Cd)[0]/Yn
assert np.ptp(abs(ratio)) < 1e-10*abs(ratio[0]) + 1e-12
Cd = Cd*np.sign(ratio)
x = np.linspace(np.log(1e-4), np.log(30), 100001); r = np.exp(x)
rho = r**3*((mol.eval_gto('GTOval_sph', r[:, None]*nv) @ Cd)[:, 2]/Yn[2])**2  # per d(ln r)
integ = lambda y: cumulative_trapezoid(y, x, initial=0)
assert abs(integ(rho)[-1] - 1) < 1e-8
F0, F2, F4 = (2*aJ*integ(rho*r**(-k-1)*integ(rho*r**k))[-1] for k in (0, 2, 4))
V = aJ*rotate(eri, Cd)  # analytic Gaussian integrals over the five 3d orbitals
tol = 5e-6              # aJ, set by the radial trapezoid rule
assert close(V, slater(F0, F2, F4), tol)
C = 5*F4/63; B = (F2 - 7*C)/49; A = F0 - 7*C/5
JS = (F2 + F4)/14; JK = 2.5*B + C; UK = F0 + 8*JS/7; Dsp = 5*JS/6; Jt = 3*B + C; Je = 4*B + C
assert close([J_dftu(V), offmean(Jmat(V)), Jmat(V)[2, 4]], [JS, JK, Je], tol)
assert abs(offmean(Jmat(V))/J_dftu(V) - 5/7) < 1e-9
assert close(offmean(Umat(V) - Jmat(V)), [F0 - JS, UK - 3*JK], tol)
assert close(project(V, 'O'), [UK - 2*JK, JK, JK], tol) and close(project(V, 'U')[1], Dsp, tol)
JY = offmean(Jmat(rotate(V, Ycx))); assert abs(JY - 2.8*B - 1.2*C) < tol
Jcx = []
for _ in range(100):
    O = rand_O(5); R = rotate(V, O); W = rotate(V, rand_U(5))
    assert close(np.diag(Umat(R)), UK, tol) and close((Umat(R) + 2*Jmat(R))[iu], UK, tol)
    assert abs(offmean(Jmat(R)) - JK) < tol and Jmat(R).min() > 0
    th = rng.uniform(0, np.pi); phi = np.cos(th)*O[:, :1] + 1j*np.sin(th)*O[:, 1:2]
    assert abs(Umat(rotate(V, phi))[0, 0] - UK + np.sin(2*th)**2*Jmat(R)[0, 1]) < tol
    assert abs(J_dftu(W) - JS) < tol
    Jcx.append(offmean(Jmat(W)))
assert min(Jcx) > JK + 100*tol
t2g = [0, 1, 3]; Vt = V[np.ix_(t2g, t2g, t2g, t2g)]
assert close(Vt, kanamori(3, UK, Jt), tol) and not close(V, kanamori(5, UK, JK), 1e-2)

# ---- many-electron diagonalisation
def sector(M, n):
    st = [sum(1 << p for p in c) for c in combinations(range(2*M), n)]
    pos = {s: i for i, s in enumerate(st)}
    def hop(p, q_):
        m = np.zeros((len(st), len(st)))
        for j, s in enumerate(st):
            if s >> q_ & 1:
                t = s ^ (1 << q_)
                if not t >> p & 1:
                    par = bin(s & ((1 << q_) - 1)).count('1') + bin(t & ((1 << p) - 1)).count('1')
                    m[pos[t | (1 << p)], j] = (-1)**par
        return m
    E = np.array([hop(a, b) + hop(a + M, b + M) for a in range(M) for b in range(M)])
    Sp = sum(hop(a, a + M) for a in range(M))
    Sz = sum(hop(a, a) - hop(a + M, a + M) for a in range(M))/2
    return E, Sp.T @ Sp + Sz @ Sz + Sz
def hamiltonian(Vx, E):
    M = len(Vx); W = np.tensordot(Vx.reshape(M*M, -1), E, 1)
    one = np.tensordot(np.einsum('abbd->ad', Vx).ravel(), E, 1)
    return 0.5*(sum(E[i] @ W[i] for i in range(M*M)) - one)
def spin_blocks(H, S2):
    w, v = np.linalg.eigh(S2); two = np.rint(np.sqrt(1 + 4*np.abs(w)) - 1).astype(int)
    return {t: np.linalg.eigvalsh(v[:, two == t].T @ H @ v[:, two == t]) for t in np.unique(two)}
for n in range(2, 9):
    E, S2 = sector(5, n)
    full = spin_blocks(hamiltonian(V, E), S2)
    kan = spin_blocks(hamiltonian(kanamori(5, UK, JK), E), S2)
    for t in full:
        law = (F0 - JS/6)*n*(n-1)/2 - Dsp*(t/2*(t/2 + 1) + n*(n-4)/4)
        assert close([full[t].mean(), kan[t].mean()], law, 30*tol)
    if n == 2:
        assert close(full[2], [A - 8*B]*21 + [A + 7*B]*9, 5*tol)
        assert close(full[0], [A - 3*B + 2*C]*5 + [A + 4*B + 2*C]*9 + [A + 14*B + 7*C], 5*tol)
        assert close(kan[0], [full[0][:14].mean()]*14 + [full[0][-1]], 5*tol)
        assert close(kan[2], full[2].mean(), 5*tol); d2, k2 = full, kan
    if n == 3:
        gap = full[1].mean() - full[3].mean(); gPF = full[3][-1] - full[3][0]
        bad = spin_blocks(hamiltonian(kanamori(5, UK, JS), E), S2)
        gap_k, gap_bad = kan[1].mean() - kan[3].mean(), bad[1].mean() - bad[3].mean()
        assert abs(gPF - 15*B) < 5*tol and abs(gap_bad/gap - 7/5) < 1e-5
    if n == 5: e6S = full[5].mean(); assert abs(e6S - 10*A + 35*B) < 30*tol
E, S2 = sector(3, 3); tb = spin_blocks(hamiltonian(Vt, E), S2); g0 = tb[3][0]
assert close(tb[1] - g0, [3*Jt]*10 + [5*Jt]*6, 5*tol) and abs(g0 - 3*(UK - 3*Jt)) < 5*tol

print(f"coefficients of (B, C): JS = ({cJS[0]:.3f}, {cJS[1]:.3f})")
print(f"coefficients of (B, C): real pair mean = ({cJK[0]:.3f}, {cJK[1]:.3f})")
print(f"coefficients of (B, C): Y2m pair mean = ({cJY[0]:.3f}, {cJY[1]:.3f})")
print(f"f shell, F2 part: tesseral pair mean/JS = {f_pair:.4f}, O(7) mean/JS = {f_proj:.4f}")
print(f"e^2/(4 pi eps0 a0) = {aJ:.6f} aJ")
print(f"Cr3+ basis functions (s,p,d) = {nao}")
print(f"Cr3+ high-spin-average HF energy = {E_hf*aJ:.3f} aJ")
print(f"<r> of 3d = {integ(rho*r)[-1]*bohr*1e12:.2f} pm")
for name, val in (("F0", F0), ("F2", F2), ("F4", F4), ("A", A), ("B", B), ("C", C),
                  ("B+C (pair exchange)", B + C), ("mean inter-orbital U' = UK-2JK", UK - 2*JK),
                  ("Y2m pair-mean exchange", JY), ("lowest pair mean, 100 random U(5)", min(Jcx)),
                  ("highest pair mean, 100 random U(5)", max(Jcx)), ("D spin pairing", Dsp),
                  ("d2 3F", d2[2][0]), ("d2 3P", d2[2][-1]), ("d2 1D", d2[0][0]),
                  ("d2 1G", d2[0][5]), ("d2 1S", d2[0][-1]), ("d2 Kanamori triplet", k2[2][0]),
                  ("d2 Kanamori 14-fold singlet", k2[0][0]), ("d2 Kanamori top singlet", k2[0][-1]),
                  ("d3 4P-4F", gPF), ("d5 6S with these integrals", e6S)):
    print(f"{name} = {val:.5f} aJ")
for name, val in (("JS (DFT+U)", J_dftu(V)), ("JK (real pair mean)", offmean(Jmat(V))),
                  ("J t2g", Jt), ("J eg", Je), ("UK", UK), ("Ueff = F0-JS", F0 - JS),
                  ("d3 mean doublet-quartet gap, full", gap), ("same, Kanamori with JK", gap_k),
                  ("same, Kanamori with JS (wrong)", gap_bad),
                  ("t2g^3 first gap", tb[1][0] - g0), ("t2g^3 second gap", tb[1][-1] - g0),
                  ("t2g^3 first gap with JS (wrong)", 3*JS)):
    print(f"{name} = {val:.5f} aJ = {val*eV:.4f} eV")
print(f"F4/F2 = {F4/F2:.4f}, C/B = {C/B:.4f}")
print(f"JK/JS = {offmean(Jmat(V))/J_dftu(V):.6f}")
print(f"Jt2g/JS = {Jt/JS:.4f}, Jeg/JS = {Je/JS:.4f}, JY2m/JS = {JY/JS:.4f}")
print(f"wrong gap / true gap: five orbitals {gap_bad/gap:.4f}, t2g {JS/Jt:.4f}")
print("all assertions hold")
```

Running it gives:

```
coefficients of (B, C): JS = (3.500, 1.400)
coefficients of (B, C): real pair mean = (2.500, 1.000)
coefficients of (B, C): Y2m pair mean = (2.800, 1.200)
f shell, F2 part: tesseral pair mean/JS = 0.7429, O(7) mean/JS = 0.7778
e^2/(4 pi eps0 a0) = 4.359745 aJ
Cr3+ basis functions (s,p,d) = 38
Cr3+ high-spin-average HF energy = -4540.369 aJ
<r> of 3d = 57.35 pm
F0 = 3.68478 aJ
F2 = 1.75089 aJ
F4 = 1.09877 aJ
A = 3.56269 aJ
B = 0.02327 aJ
C = 0.08720 aJ
B+C (pair exchange) = 0.11048 aJ
mean inter-orbital U' = UK-2JK = 3.62662 aJ
Y2m pair-mean exchange = 0.16981 aJ
lowest pair mean, 100 random U(5) = 0.15675 aJ
highest pair mean, 100 random U(5) = 0.18025 aJ
D spin pairing = 0.16962 aJ
d2 3F = 3.37649 aJ
d2 3P = 3.72562 aJ
d2 1D = 3.66728 aJ
d2 1G = 3.83020 aJ
d2 1S = 4.49897 aJ
d2 Kanamori triplet = 3.48123 aJ
d2 Kanamori 14-fold singlet = 3.77201 aJ
d2 Kanamori top singlet = 4.49897 aJ
d3 4P-4F = 0.34912 aJ
d5 6S with these integrals = 34.81231 aJ
JS (DFT+U) = 0.20355 aJ = 1.2704 eV
JK (real pair mean) = 0.14539 aJ = 0.9075 eV
J t2g = 0.15703 aJ = 0.9801 eV
J eg = 0.18030 aJ = 1.1254 eV
UK = 3.91740 aJ = 24.4505 eV
Ueff = F0-JS = 3.48123 aJ = 21.7281 eV
d3 mean doublet-quartet gap, full = 0.50887 aJ = 3.1761 eV
same, Kanamori with JK = 0.50887 aJ = 3.1761 eV
same, Kanamori with JS (wrong) = 0.71242 aJ = 4.4466 eV
t2g^3 first gap = 0.47109 aJ = 2.9403 eV
t2g^3 second gap = 0.78514 aJ = 4.9005 eV
t2g^3 first gap with JS (wrong) = 0.61064 aJ = 3.8113 eV
F4/F2 = 0.6275, C/B = 3.7467
JK/JS = 0.714286
Jt2g/JS = 0.7715, Jeg/JS = 0.8858, JY2m/JS = 0.8343
wrong gap / true gap: five orbitals 1.4000, t2g 1.2962
all assertions hold
```
